\section*{Extrapolating Methfessel--Paxton energies to zero smearing: the exponent and the weights}

\section{What dimensions and parity allow}

Consider a metal whose Brillouin-zone sums use smeared occupations $f(x)$, $x=(\mu-\varepsilon)/\sigma$, at fixed electron number $n$. The calculation returns an energy $E$ and a free energy $F=E-\sigma S$; the wanted quantity is the limit $E_0$ at $\sigma\to0$. Let $g(\varepsilon)$ be the density of states per site at $\sigma=0$, spin included. Its $k$-th derivative has dimension (energy)$^{-(k+1)}$, so the terms of $F-E_0$ linear in $g$ are $\sigma^{k+2}g^{(k)}(\varepsilon_F)$ times pure numbers fixed by the shape of $D=f'$. The Methfessel--Paxton (MP) functions $D_N$ are even, and Eq.~\eqref{eq:omega} below is then unchanged under $\sigma\to-\sigma$. If $g$ is smooth at $\varepsilon_F$, so that a power series exists, only even powers occur:
\begin{equation}
F=E_0+a\sigma^{p}+b\sigma^{p+2}+\dots,\qquad p \text{ even}.
\end{equation}

\section{The belief}

The belief is that for MP order $N$ the combination
\begin{equation}
E_{\rm old}=\frac{(N+1)F+E}{N+2}
\end{equation}
removes the leading smearing error. It tempts for three reasons. At $N=0$ (Gaussian smearing) it is $(F+E)/2$, which is right for a converged $k$-sum and a smooth, non-zero $g$. It follows from the natural count that each order of the scheme removes one more power of $\sigma$, so that $p=N+2$. And for a converged $k$-sum, a smooth $g$ and a non-zero leading coefficient it does improve on both $F$ and $E$ at leading order, as shown below, so a comparison of sizes alone does not expose it. Parity already excludes it at $N=1$, where it needs $p=3$. Under the same conditions the true exponent is $p=2N+2$.

\section{Occupation and entropy}

With Hermite polynomials $H_m$,
\begin{equation}
D_N(x)=\sum_{j=0}^{N}A_jH_{2j}(x)e^{-x^2},\qquad A_j=\frac{(-1)^j}{j!\,4^j\sqrt\pi},
\end{equation}
and $f(x)=\int_{-\infty}^xD\,dt$, $s(x)=-\int_{-\infty}^x tD\,dt$, $S=\sum_kw_ks(x_k)$, where $w_k$ is the weight of state $k$. The Rodrigues formula $H_me^{-x^2}=(-1)^m\partial_x^me^{-x^2}$ gives $\int_{-\infty}^xH_{m+1}e^{-t^2}dt=-H_me^{-x^2}$, hence
\begin{equation}
f_N=\tfrac12\operatorname{erfc}(-x)-\sum_{j=1}^NA_jH_{2j-1}e^{-x^2}.
\end{equation}
For $s_N$, the recurrence $tH_{2j}=\tfrac12H_{2j+1}+2jH_{2j-1}$ and the same integral give
\begin{equation}
s_N=\sum_{j=0}^NA_j\left[\tfrac12H_{2j}+2jH_{2j-2}\right]e^{-x^2}.
\end{equation}
Because $A_j=-A_{j-1}/(4j)$, one has $2jA_j=-\tfrac12A_{j-1}$: the second term at $j$ cancels the first term at $j-1$, and only $s_N=\tfrac12A_NH_{2N}e^{-x^2}$ survives.

\section{The exponent fixes the weights}

For rigid levels $E=\sum_kw_k\varepsilon_kf(x_k)$. Differentiate $F$ at fixed $n$, use $s'=-xf'$, and then $\varepsilon_k+\sigma x_k=\mu$:
\begin{align}
\frac{dF}{d\sigma}&=\sum_kw_k(\varepsilon_k+\sigma x_k)f'(x_k)\frac{dx_k}{d\sigma}-S\nonumber\\
&=\mu\frac{dn}{d\sigma}-S=-S .
\end{align}
In a self-consistent mean-field or Kohn--Sham calculation $E$ is stationary in the orbitals and $\partial E/\partial f_k=w_k\varepsilon_k$ (Janak's theorem), so the same two lines hold. Therefore $E=F-\sigma\,dF/d\sigma$, and a term $c\sigma^m$ in $F$ appears as $(1-m)c\sigma^m$ in $E$. In the combination $[(q-1)F+E]/q$, whose weights sum to one, that term becomes
\begin{equation}
\frac{(q-1)+(1-m)}{q}\,c\sigma^m=\frac{q-m}{q}\,c\sigma^m .
\label{eq:filter}
\end{equation}
The leading term $m=p$ cancels only for $q=p$, that is for a weight $w=(p-1)/p$ on $F$. The belief is the choice $q=N+2$.

\section{The exponent}

Let $\Omega=F-\mu n$. One state contributes $(\varepsilon-\mu)f-\sigma s=-\sigma(xf+s)=-\sigma\int_{-\infty}^x(x-t)D\,dt$. Since $\sigma(x-t)=\mu-\sigma t-\varepsilon$, this is $-\int D(t)\,(\mu-\sigma t-\varepsilon)_+\,dt$, with $(y)_+=\max(y,0)$. Assume now that the $k$-sum is converged at the given $\sigma$, so that it equals $\int d\varepsilon\,g$. Then
\begin{equation}
\Omega(\mu)=-\int D(t)\,P(\mu-\sigma t)\,dt,\qquad P(\mu)=\int(\mu-\varepsilon)_+\,g\,d\varepsilon,
\label{eq:omega}
\end{equation}
where $P'$ is the unsmeared electron count and $P''=g$. Assume next that $g$ is smooth for many $\sigma$ around $\mu$. Taylor expansion of $P$, with moments $M_k=\int t^kD\,dt$, $M_0=1$ and $M_1=0$, gives
\begin{equation}
\Omega=-P(\mu)+\delta\Omega,\qquad \delta\Omega=-\sum_{k\ge2}\frac{(-\sigma)^k}{k!}M_k\,g^{(k-2)}(\mu).
\label{eq:taylor}
\end{equation}
The series is asymptotic, since band edges and van Hove points limit the Taylor expansion and are reached only by the Gaussian tail of $D$.

The moments follow from the Fourier transform. By Rodrigues, $H_{2j}e^{-t^2}$ is the $2j$-th derivative of $e^{-t^2}$, with transform $(i\kappa)^{2j}\sqrt\pi e^{-\kappa^2/4}$. Multiplying by $A_j$ cancels the signs and $\sqrt\pi$; with $u=\kappa^2/4$,
\begin{align}
\hat D_N&=e^{-u}\sum_{j\le N}\frac{u^j}{j!}=1-e^{-u}\sum_{j>N}\frac{u^j}{j!}\nonumber\\
&=1-(1-u+\dots)\left[\frac{u^{N+1}}{(N+1)!}+\frac{u^{N+2}}{(N+2)!}+\dots\right]\nonumber\\
&=1-\frac{u^{N+1}}{(N+1)!}+\frac{(N+1)\,u^{N+2}}{(N+2)!}-\dots,
\end{align}
where $1/(N+1)!-1/(N+2)!=(N+1)/(N+2)!$ was used. Expanding $e^{-i\kappa t}$ instead, and dropping the odd moments of an even function, $\hat D_N=\sum_m(-1)^m(4u)^mM_{2m}/(2m)!$. Matching powers of $u$ gives $M_1=\dots=M_{2N+1}=0$ and
\begin{equation}
\frac{M_{2N+2}}{(2N+2)!}=\frac{(-1)^N}{4^{N+1}(N+1)!},\qquad
\frac{M_{2N+4}}{(2N+4)!}=\frac{(-1)^N(N+1)}{4^{N+2}(N+2)!}.
\label{eq:moments}
\end{equation}
For $N=1$ these are $M_4=-0.75$ and $M_6=-3.75$, as Gauss--Hermite quadrature confirms. This is where the natural count fails: each order removes one power of $u$, which is two powers of $\sigma$, because the odd moment in between was zero from the start.

It remains to pass to fixed $n$. From the one-state form, $\partial\Omega/\partial\mu=-\sum_kw_kf(x_k)$, so $F$ is the stationary value of $h(\mu)=\Omega(\mu)+\mu n$. At $\sigma=0$, $P'(\varepsilon_F)=n$ and $-P(\varepsilon_F)+\varepsilon_Fn=\int^{\varepsilon_F}\varepsilon g\,d\varepsilon=E_0$. With $\mu=\varepsilon_F+\eta$ and all functions taken at $\varepsilon_F$,
\begin{equation}
h=E_0-\tfrac12g\eta^2+\delta\Omega+\delta\Omega'\eta+O(\eta^3,\delta\Omega''\eta^2).
\end{equation}
For $g>0$ stationarity gives $\eta=\delta\Omega'/g$, and
\begin{equation}
F=E_0+\delta\Omega+\frac{\delta\Omega'^2}{2g}+O(\sigma^{6N+6}).
\end{equation}
The squared term is of order $\sigma^{4N+4}$. It competes with $\sigma^{2N+4}$ only at $N=0$, where $\delta\Omega'=-\sigma^2g'/4$ yields $g'^2\sigma^4/(32g)$. Inserting \eqref{eq:moments} into \eqref{eq:taylor}, where $(-\sigma)^k=\sigma^k$ for even $k$,
\begin{align}
a_N&=\frac{(-1)^{N+1}g^{(2N)}}{4^{N+1}(N+1)!},\\
b_N&=\frac{(-1)^{N+1}(N+1)\,g^{(2N+2)}}{4^{N+2}(N+2)!}+\delta_{N0}\frac{g'^2}{32g},
\end{align}
and $p=2N+2$ whenever $g^{(2N)}(\varepsilon_F)\ne0$.

Self-consistency leaves $a_N$ alone. Take two bands coupled in mean field, $F=F_A(n_A)+F_B(n_B)+\Delta n_B+Un_An_B$, where $F_i=E_i+\phi_i$ is the rigid-band free energy and $\phi_i=O(\sigma^{2N+2})$. Equality of the two chemical potentials is stationarity in the transferred charge $y=n_A-n_A^0=n_B^0-n_B$. Since $d^2E_i/dn_i^2=1/g_i$ and $Un_An_B$ has second derivative $-2U$,
\begin{equation}
F=E_0+\phi_A+\phi_B+(\phi_A'-\phi_B')y+\tfrac12Ky^2,\qquad K=\frac1{g_A}+\frac1{g_B}-2U ,
\end{equation}
so $F=E_0+\phi_A+\phi_B-(\phi_A'-\phi_B')^2/2K$. For $K\neq0$ the interaction enters at $\sigma^{4N+4}$, and $a_N$ is built from the $\sigma=0$ self-consistent $g$. The argument carries over to any mean-field variable with a non-singular stiffness; it fails at an instability, $K\to0$.

\section{The two residuals}

Put $m=2N+2$ and $m=2N+4$ into \eqref{eq:filter}. For $q=N+2$ the factors are $-N/(N+2)$ and $-1$; for $q=2N+2$ they are $0$ and $-1/(N+1)$:
\begin{align}
E_{\rm old}-E_0&=-\frac{N}{N+2}\,a_N\sigma^{2N+2}-b_N\sigma^{2N+4}+\dots,\\
E_{\rm new}-E_0&=\frac{(2N+1)F+E}{2N+2}-E_0=-\frac{b_N}{N+1}\,\sigma^{2N+4}+\dots
\end{align}
For $N>0$ the old formula keeps an error of the same order as $F$, with reversed sign and a factor $1/3$ at $N=1$ and $1/2$ at $N=2$; $E$ alone carries the factor $-(2N+1)$. The new formula is not exact either. For $N\ge1$ its leading error is $-b_N/(N+1)=(-1)^{N+2}g^{(2N+2)}/[4^{N+2}(N+2)!]=a_{N+1}$: correct extrapolation at order $N$ reaches the leading accuracy of the bare $F$ at order $N+1$.

\section{A number}

Take the spin-degenerate square-lattice band $\varepsilon=-2t(\cos k_x+\cos k_y)$ with $t=1$ eV and $\varepsilon_F=-2$ eV, which lies 2 eV from both the band edge and the van Hove point. The smeared quantities come from a shifted $300\times300$ grid. The reference comes separately from $g=K(m)/\pi^2t$, with $K(m)$ now the complete elliptic integral and $m=1-\varepsilon^2/16t^2$: $n=0.369563$ per site, $E_0=-1.089287$ eV per site, $g''=0.0257729$ eV$^{-3}$, $g^{(4)}=0.0386593$ eV$^{-5}$. The program and its output follow this text.

For $N=1$, $a_1=g''/32=8.054\times10^{-4}$ eV$^{-3}$ and $b_1=2g^{(4)}/384=2.014\times10^{-4}$ eV$^{-5}$. At $\sigma=0.4$ eV, $\sigma^4=0.0256$ and $\sigma^6=0.004096$, so $a_1\sigma^4=20.62$ $\mu$eV and $b_1\sigma^6=0.82$ $\mu$eV. The grid gives $F-E_0=21.5135$ and $E-E_0=-66.4920$ $\mu$eV; the entropy term $\sigma S=-88.0$ $\mu$eV is negative because $S=-4a_1\sigma^3$ at leading order and $a_1>0$. Then
\begin{align}
E_{\rm old}-E_0&=(2\times21.5135-66.4920)/3=-7.82\ \mu\text{eV},\\
E_{\rm new}-E_0&=(3\times21.5135-66.4920)/4=-0.488\ \mu\text{eV}.
\end{align}
The predictions are $-6.873-0.825=-7.698$ and $-0.412$ $\mu$eV. The gaps have the size that \eqref{eq:filter} assigns to the next order: $F$ exceeds its first two terms by $21.5135-20.6183-0.8247=0.07$ $\mu$eV, most of it the $\sigma^8$ term. The $u^4$ coefficient $-1/8$ of $e^{-u}(1+u)$ gives $M_8/8!=-1/2048$, so with $g^{(6)}=0.1913$ eV$^{-7}$ the linear part is $g^{(6)}\sigma^8/2048=0.061$ $\mu$eV, and the squared term adds $0.001$ $\mu$eV. The factors $-5/3$ and $-1$ turn this into $-0.10$ and $-0.06$ $\mu$eV, against gaps of $-0.12$ and $-0.08$; the remaining $0.008$ $\mu$eV in $F$ belongs to higher orders, whose factors are larger ($-7/3$ and $-3/2$ at $\sigma^{10}$).

\begin{center}
\begin{tabular}{cccc}
$\sigma$ (eV) & $F-E_0$ & $E_{\rm old}-E_0$ & $E_{\rm new}-E_0$\\
0.4 & 21.5 & $-7.82$ & $-0.488$\\
0.2 & 1.30 & $-0.443$ & $-6.70\times10^{-3}$\\
0.1 & 0.0807 & $-0.0271$ & $-1.02\times10^{-4}$
\end{tabular}
\end{center}
The errors are for $N=1$ in $\mu$eV per site. Over the last halving of $\sigma$, $F$ and $E_{\rm old}$ improve by 16.1 and 16.4, close to $2^4$, and $E_{\rm new}$ by 66, close to $2^6$. For $N=2$ at $0.4$ eV, $F-E_0=-0.4866$ and $E-E_0=2.6145$ $\mu$eV give $(-1.4598+2.6145)/4=0.289$ $\mu$eV for the old formula and $(-2.4330+2.6145)/6=0.030$ $\mu$eV for the new. At $N=0$ both give 13.7 $\mu$eV, down from $-8753$ $\mu$eV in $F$.

The tests extrapolate from $\sigma=0.3$ and $0.15$ eV, removing the relative $\sigma^2$ term. For $N=0,1,2$ they require $a_N$ within 1\% and $b_N$ within 3\% of the formulas. The weight that reproduces $E_0$, $w=(E-E_0)/(E-F)$, comes out as $0.5000$, $0.7500$, $0.8332$, against $1/2$, $3/4$, $5/6$; the belief requires $1/2$, $2/3$, $3/4$. The ratio of the old error to the error of $F$ is $-0.333$ and $-0.499$ for $N=1,2$. In the two-band model (one spin each, Fermi levels $-2$ and $-1$ eV from the band centres, $U=3$ eV, extrapolated from $\sigma=0.2$ and $0.1$ eV), $N=1$ gives $a=2.010\times10^{-3}$ eV$^{-3}$ against $(g_A''+g_B'')/32=2.011\times10^{-3}$, and $w=0.7499$. The $U$-dependent part of $F-E_0$ has local exponents 4.08 and 8.46 for $N=0,1$ between $\sigma=0.17$ and $0.24$ eV. A departure from 4 and 8 is expected from relative $\sigma^2$ corrections, whose sign is not derived here; that these account for the full 0.46 is a conjecture.

In this band, for $N=1$ at $\sigma=0.4$ eV, the old formula misses $E_0$ by 8 $\mu$eV, about $7\times10^{-6}$ of $|E_0|$. At leading order this error scales with $g^{(2N)}\sigma^{2N+2}$, so it is larger where that derivative of the density of states is large; close to a band edge or a van Hove point the leading term alone is no longer a reliable estimate.

\section{Where the exponent is different}

Equation \eqref{eq:filter} holds for every power law; only $p$ changes. Since $S=-pa\sigma^{p-1}$ at leading order, $p=1+d\ln|S|/d\ln\sigma$ can be read off without knowing $E_0$. Between $0.1$ and $0.2$ eV the square lattice gives $2.00$, $4.02$, $6.06$.

\emph{Cold smearing.} The Marzari--Vanderbilt function, with $r=1/\sqrt2$ and $y=t-r$, is $D=(1-\sqrt2y)e^{-y^2}/\sqrt\pi$, which is not even in $t$. With Gaussian averages $\langle y^2\rangle=\tfrac12$, $\langle y^4\rangle=\tfrac34$ and $t=y+r$,
\begin{align}
M_1&=r-\sqrt2\cdot\tfrac12=0,\\
M_2&=\tfrac12+r^2-\sqrt2\cdot2r\cdot\tfrac12=0,\\
M_3&=\tfrac32r+r^3-\sqrt2\left(\tfrac34+\tfrac32r^2\right)=\sqrt2-\tfrac32\sqrt2=-r.
\end{align}
Equation \eqref{eq:taylor} gives $F-E_0=M_3g'\sigma^3/6$, so $p=3$ when $g'\neq0$. With $g'=0.045387$ eV$^{-2}$ the coefficient is $-5.35\times10^{-3}$ eV$^{-2}$; the grid gives $-5.33\times10^{-3}$ and $w=0.666$. Here $(2F+E)/3$, the $N=1$ member of the disputed formula, does remove the leading term. It is not exact: since $D$ is not even, a $\sigma^4$ term can follow, and by Eq.~\eqref{eq:filter} it remains with the factor $-1/3$.

\emph{Dirac point.} For $g=c|\varepsilon|$, $|\varepsilon|<W$, at half filling, $f_N(-x)=1-f_N(x)$ fixes $\mu=0$, and $P(\mu)=P(0)+n\mu+c|\mu|^3/6$ because its second derivative must be $c|\mu|$. With $M_1=0$ and $E_0=-P(0)$, Eq.~\eqref{eq:omega} gives $F-E_0=-(c\sigma^3/6)\int|t|^3D_N\,dt$ for $\sigma\ll W$. The parity argument is evaded, since $|\sigma|^3$ is even but is not a Taylor term. For $N=1$, $D_1=(\tfrac32-t^2)e^{-t^2}/\sqrt\pi$ and $\int|t|^{2j+1}e^{-t^2}dt=j!$ give $(\tfrac32-2)/\sqrt\pi=-0.2821$. With $c=0.1$ eV$^{-2}$ and $\sigma=0.2$ eV, $F-E_0=0.1\times0.008\times0.2821/6$ eV $=37.6$ $\mu$eV. The tested weight is $2/3$ for each of $N=0,1,2$, so here the agreement with $(N+1)/(N+2)$ at $N=1$ comes from the kink in $g$ and not from the order.

\emph{Vanishing derivative.} If $g^{(2N)}(\varepsilon_F)=0$ for $N\ge1$, with $g>0$ and $g^{(2N+2)}(\varepsilon_F)\ne0$, then $a_N=0$ and $p=2N+4$. A Gaussian density of states (two states, width 1 eV) with $\varepsilon_F$ at its inflection point gives, for $N=1$, a $\sigma^6$ coefficient $-5.04\times10^{-3}$ eV$^{-5}$ as predicted by $b_1$, and $w=0.8333$.

\emph{Unconverged grid.} When $\sigma$ is far below the level spacing, there is a solution in which all levels are full or empty up to Gaussian tails, except one of weight $w_0$ and fractional filling $\theta$. For that level $x$ is a root $x^*$ of $f(x^*)=\theta$, which does not depend on $\sigma$, so $E$ equals the grid ground-state energy and $F$ differs from it by $-\sigma w_0s(x^*)$: $p=1$ and $w=0$, unless $x^*$ is a zero of $H_{2N}$, where $s$ vanishes ($\theta=0.038$ or $0.962$ for $N=1$). For $N\ge1$ this solution need not be the only one when $\theta$ is close to 0 or 1. Since $f_N$ leaves the interval $[0,1]$, a small $\theta$ can also be accommodated by overfilling the level below, and $E$ then lies below the grid ground-state energy. For $N=1$ and levels of equal weight this happens when $\theta<0.035$. On a $12\times12$ grid with $\theta=0.326$, $N=1$ gives $-546$ and $-273$ $\mu$eV at $\sigma=0.04$ and $0.02$ eV. The old formula would retain $2/3$ of this and the new one $3/4$. The grid energy itself, $-1.08573$ eV, lies 3.6 meV above the converged $E_0$, an error of the $k$-sampling that survives the limit $\sigma\to0$ on this grid in every combination with fixed weights summing to one, since each tends to the grid energy. At larger widths, where the smearing spans several levels, the error can be smaller.

\section*{Calculated quantities}
\begin{verbatim}
N=0: M_2 = 0.500000, M_4 = 0.750000 (dimensionless)
N=1: M_4 = -0.750000, M_6 = -3.750000 (dimensionless)
N=2: M_6 = 1.875000, M_8 = 19.687500 (dimensionless)
N=3: M_8 = -6.562500, M_10 = -118.125000 (dimensionless)
square lattice: t = 1 eV, eF = -2.0 eV, grid 300x300
n = 0.3695630589 e/site, E0 = -1.0892872109 eV/site
g^(0)(eF) = 0.2185007 eV^-1
g^(1)(eF) = 0.0453870 eV^-2
g^(2)(eF) = 0.0257729 eV^-3
g^(4)(eF) = 0.0386593 eV^-5
g^(6)(eF) = 0.1913095 eV^-7
N=0: a = -5.46252e-02 (grid -5.46250e-02) eV^-1
N=0: b = -5.10785e-04 (grid -5.10642e-04) eV^-3
N=0: w = 0.5000, old/F error = 0.0000, p from S = 2.001
N=0 sigma=0.4 eV: mu = -2.0083746 eV, sigma*S = 17534.1157 ueV
  F-E0 = -8753.3914, E-E0 = 8780.7243, a*s^p = -8740.0287 ueV
  old-E0 = 13.6664 (lead 0.0000), new-E0 = 13.6664 (lead 13.0761) ueV
N=1: a = 8.05403e-04 (grid 8.05194e-04) eV^-3
N=1: b = 2.01351e-04 (grid 2.00880e-04) eV^-5
N=1: w = 0.7500, old/F error = -0.3331, p from S = 4.017
N=1 sigma=0.4 eV: mu = -1.9998964 eV, sigma*S = -88.0055 ueV
  F-E0 = 21.5135, E-E0 = -66.4920, a*s^p = 20.6183 ueV
  old-E0 = -7.8216 (lead -6.8728), new-E0 = -0.4878 (lead -0.4124) ueV
N=2: a = -1.00675e-04 (grid -1.00445e-04) eV^-5
N=2: b = -9.34128e-05 (grid -9.24615e-05) eV^-7
N=2: w = 0.8332, old/F error = -0.4987, p from S = 6.055
N=2 sigma=0.4 eV: mu = -2.0000048 eV, sigma*S = 3.1011 ueV
  F-E0 = -0.4866, E-E0 = 2.6145, a*s^p = -0.4124 ueV
  old-E0 = 0.2887 (lead 0.2062), new-E0 = 0.0303 (lead 0.0204) ueV
N=1 sigma=0.4 eV: F 2.1514e+01, old -7.8216e+00, new -4.8784e-01 ueV
N=1 sigma=0.2 eV: F 1.3018e+00, old -4.4286e-01, new -6.6970e-03 ueV
N=1 sigma=0.1 eV: F 8.0743e-02, old -2.7050e-02, new -1.0163e-04 ueV
two bands U = 3.0 eV, eA = -2.0, eB = -1.0 eV, nA = 0.184782, nB = 0.308312 e/site
  N=1: a = 2.01147e-03 (scf 2.01005e-03) eV^-3, w = 0.7499
  N=0: exponent of U-dependent part of F-E0 = 4.08
  N=1: exponent of U-dependent part of F-E0 = 8.46
cold: M3 = -0.707107, a = -5.34891e-03 (grid -5.33339e-03) eV^-2, w = 0.6662
Dirac: c = 0.1 eV^-2, W = 3.0 eV, sigma = 0.2 eV
  N=0: int|t|^3 D = 0.564190, F-E0 = -75.2253 ueV, w = 0.666667
  N=1: int|t|^3 D = -0.282095, F-E0 = 37.6126 ueV, w = 0.666667
  N=2: int|t|^3 D = -0.070524, F-E0 = 9.4032 ueV, w = 0.666667
inflection N=1: b = -5.04106e-03 (sum -5.03526e-03) eV^-5, w = 0.8333
12x12 grid: level -1.931852 eV, filling 0.3261, E0grid = -1.08572603 eV
  N=1 F-E0grid = -546.472 (0.04 eV), -273.236 (0.02 eV) ueV
\end{verbatim}
